# Solubility of a donor-like metal interstitial in p-type silicon

## The form fixed by charge and by the energy zero

Let a metal interstitial M occur in silicon with charge $+qe$, where $q=0,1,\dots,m$, and let $G_q$ be the free energy of placing it on a given site in that charge state. The $q$ electrons it has given up are at the Fermi level $E_F$. If the zero of electron energy is moved so that every electron energy rises by $\delta$, then $E_F\to E_F+\delta$. The ion lacks $q$ electrons compared with the neutral atom, so $G_q-G_0\to G_q-G_0-q\delta$. No concentration can depend on this choice of zero. The two quantities must therefore enter through the invariant sum $G_q-G_0+qE_F$.

For a dilute species the concentration carries a Boltzmann factor of this sum, so its dependence on the Fermi level is $e^{-qE_F/kT}$. In a nondegenerate semiconductor the hole concentration $p$ is proportional to $e^{-E_F/kT}$, and charge state $q$ varies as $p^q$. The reference material is intrinsic, so $p$ is measured against its value there, the intrinsic concentration $n_i$. The answer must be a ratio of polynomials in $x=p/n_i$, one evaluated at $x$ and the other at $x=1$. The coefficients remain to be found.

## Assumptions and theorem

Energies are measured from the valence-band edge, and $k$ is Boltzmann's constant. The level $E_j$ is the free-energy level between charges $j-1$ and $j$:
$$E_j=G_{j-1}-G_j .$$
Vibrational contributions are included in $G_q$. The remaining electronic degeneracy $g_q$ is kept separate. The assumptions are as follows.

1. Both materials are at the same temperature $T$ and in equilibrium with the same metal reservoir, for example a silicide, which fixes the chemical potential $\mu_M$ of the neutral metal atom.
2. The metal occupies a small fraction of the $N_s$ interstitial sites per unit volume, and metal atoms do not interact.
3. Carriers are nondegenerate.
4. $G_0$, the levels $E_j$ and the band edges are not altered by doping.
5. Pairs of metal ions with acceptors are not counted.

**Theorem.** Let $C(x)$ be the total concentration of isolated interstitial metal at hole ratio $x=p/n_i$. Under these assumptions
$$R\equiv\frac{C(x)}{C(1)}=\frac{Z(x)}{Z(1)},\qquad Z(x)=\sum_{q=0}^{m}a_qx^q,$$
$$a_q=\frac{g_q}{g_0}\exp\left[\sum_{j=1}^{q}\frac{E_j-E_i}{kT}\right],\qquad a_0=1,$$
where $E_i$ is the Fermi level of intrinsic material. For $x>1$ and $m\geq1$, $1<R<x^m$.

$Z$ is the charge-state partition function of one interstitial, normalized to its neutral state. The denominator is $Z(1)$, not 1, because part of the metal is already ionized in intrinsic material.

## Lemma 1: charge states on a site

**Lemma.** For a dilute metal,
$$c_0=N_sg_0e^{-(G_0-\mu_M)/kT},\qquad \frac{c_q}{c_0}=\frac{g_q}{g_0}\exp\left[\frac{\sum_{j=1}^{q}E_j-qE_F}{kT}\right].$$

**Proof.** One site exchanges metal atoms with the reservoir and electrons with the crystal. A state of energy $E$ with $N_M$ metal atoms and $N_e$ electrons has the weight $\exp[-(E-\mu_MN_M-E_FN_e)/kT]$. Electrons are counted relative to the neutral atom, so an ion of charge $q$ has $N_e=-q$. The empty site has weight 1, and the site holding charge state $q$ has weight
$$w_q=g_q\exp\left[-\frac{G_q-\mu_M+qE_F}{kT}\right].$$
The probability of state $q$ is $w_q/(1+\sum_rw_r)$. Diluteness means $\sum_rw_r\ll1$, so this probability is $w_q$ to leading order, and $c_q=N_sw_q$. Setting $q=0$ gives $c_0$. Division gives
$$\frac{c_q}{c_0}=\frac{g_q}{g_0}\exp\left[\frac{G_0-G_q-qE_F}{kT}\right].$$
The definitions of the levels telescope:
$$\sum_{j=1}^{q}E_j=(G_0-G_1)+(G_1-G_2)+\dots+(G_{q-1}-G_q)=G_0-G_q .$$
Substitution proves the lemma. ∎

The neutral concentration contains no $E_F$, since placing a neutral atom exchanges no electron with the crystal. Doping therefore leaves $c_0$ unchanged and alters only the ionized part. Acceptors lower the Fermi level, which makes it cheaper to dispose of the electrons and so raises that part.

## Lemma 2: the Fermi level in terms of holes

**Lemma.** For nondegenerate carriers, $p/n_i=e^{(E_i-E_F)/kT}$.

**Proof.** At depth $\varepsilon$ below the valence-band edge, a parabolic band of mass $m_v$ has the density of states
$$D(\varepsilon)=\frac{1}{2\pi^2}\left(\frac{2m_v}{\hbar^2}\right)^{3/2}\sqrt{\varepsilon}.$$
The probability of a hole there is $[1+e^{(E_F+\varepsilon)/kT}]^{-1}$. When $E_F$ lies several $kT$ above the band edge this is close to $e^{-(E_F+\varepsilon)/kT}$. With
$$\int_0^\infty\sqrt\varepsilon\,e^{-\varepsilon/kT}d\varepsilon=\frac{\sqrt\pi}{2}(kT)^{3/2},$$
integration gives
$$p=N_ve^{-E_F/kT},\qquad N_v=2\left(\frac{m_vkT}{2\pi\hbar^2}\right)^{3/2}.$$
The same calculation for electrons above the gap $E_g$ gives $n=N_ce^{-(E_g-E_F)/kT}$, where $N_c$ contains the conduction-band mass $m_c$. In the product $E_F$ cancels:
$$np=N_cN_ve^{-E_g/kT}=n_i^2 .$$
In intrinsic material $E_F=E_i$ and $p=n_i$, so $n_i=N_ve^{-E_i/kT}$. Dividing $p$ by this expression proves the lemma. Equating $n$ and $p$ at $E_F=E_i$ also gives
$$E_i=\frac{E_g}{2}+\frac{kT}{2}\ln\frac{N_v}{N_c}.\qquad ∎$$

## Proof of the theorem

In Lemma 1, write $-qE_F=-qE_i+q(E_i-E_F)$ and distribute the $q$ copies of $-E_i$ over the $q$ levels:
$$\frac{c_q}{c_0}=\frac{g_q}{g_0}\exp\left[\sum_{j=1}^{q}\frac{E_j-E_i}{kT}\right]\left(e^{(E_i-E_F)/kT}\right)^q=a_qx^q .$$
The last step uses Lemma 2. The total is $C(x)=c_0\sum_qa_qx^q=c_0Z(x)$. By assumptions 1 and 4, $c_0$ is the same in both materials and cancels, which gives $R=Z(x)/Z(1)$.

For the bounds, put $f_q=a_q/Z(1)$, the fraction of metal in charge state $q$ in intrinsic material. These fractions are positive and add to 1, and $R=\sum_qf_qx^q$ is the average of $x^q$ over them. For $x>1$ the values run from 1 at $q=0$ to $x^m$ at $q=m$. Both ends have nonzero weight, so the average lies strictly between them. ∎

**Remark: slope.** Differentiation gives
$$\frac{d\ln C}{d\ln x}=\frac{\sum_qq\,a_qx^q}{\sum_qa_qx^q}=\langle q\rangle ,$$
the mean charge number of the isolated interstitials. On a logarithmic plot of their total concentration against hole concentration, at fixed temperature and reservoir, the slope shows how many electrons each atom has lost on average. A measured solubility that includes metal-acceptor pairs can have a steeper slope.

**Check by counting states.** The theorem was tested on a finite, closed, neutral crystal into which one double donor is inserted. The total electron number is fixed, and the ways of distributing electrons and holes are summed directly with their Boltzmann factors, so no Fermi level appears. At $x=4.069$ the count gives a solubility ratio of 4.384, and the formula gives 4.378. The counted logarithmic slope is 1.300 and the counted mean charge is 1.299. The formula omits finite-size effects and the exclusion of two carriers from one orbital, both of which are present in the count.

## A single donor level

For $m=1$, write $E_D=E_1$ and $a=a_1$. Then
$$R=\frac{1+ax}{1+a},\qquad a=\frac{g_+}{g_0}e^{(E_D-E_i)/kT}.$$
With the intrinsic ionized fraction $f_i=a/(1+a)$, the numerator $1+ax=(1+a)+a(x-1)$ gives
$$R=1+f_i(x-1).$$

If $a\gg1$, the metal is almost fully ionized in intrinsic material, and $R\to x$ as long as $ax\gg1$, which covers all p-type material. If $a\ll1$, then $R\approx1+ax$, and there is little gain until $x$ approaches $1/a$. In n-type material $x<1$ and the same formula gives $R<1$: the solubility falls towards the neutral part, with $R\to1/(1+a)$ as $x\to0$.

**Corollary: dependence on doping.** Let the acceptors, of concentration $N_A$, be fully ionized, and let the metal's own charge be negligible. Neutrality reads $p-n=N_A$. With $p=n_ix$ and $n=n_i/x$,
$$x-\frac1x=\frac{N_A}{n_i}\quad\Longrightarrow\quad x^2-\frac{N_A}{n_i}x-1=0 .$$
The product of the roots is $-1$, so one root is positive:
$$x=\frac{N_A}{2n_i}+\sqrt{1+\left(\frac{N_A}{2n_i}\right)^2}.$$
For $N_A\ll n_i$ this gives $x\approx1+N_A/2n_i$ and $R\approx1+f_iN_A/2n_i$. For $N_A\gg n_i$, $x\approx N_A/n_i$. Doping thus shifts $x$ appreciably only when $N_A$ is comparable with or larger than $n_i$ at the process temperature. If $a\ll1$, a sizeable gain in $R$ needs $N_A$ of order $n_i/a$.

## Worked example

The following are round model parameters, not data for a particular metal: $E_g=0.90$ eV, $E_D=0.40$ eV, $m_c=1.2\,m_e$, $m_v=1.0\,m_e$ and $g_+/g_0=1/2$. The temperature is 900 K, $N_A=10^{19}\ \mathrm{cm^{-3}}$, and the reservoir maintains $c_0=10^{14}\ \mathrm{cm^{-3}}$. All acceptors are taken as ionized; if some were neutral, $x$ and $R$ would be smaller. The effect can be large: a discrete acceptor level 0.045 eV above the valence band with degeneracy 4 would be only 72% ionized here and would give $R\approx4.5$ instead of the 5.90 found below, and about 22 instead of 34.7 at 700 K. A discrete level is a doubtful picture at this doping, where the acceptor states broaden into a band, so these figures indicate only the size of the uncertainty.

Here $kT=0.07756$ eV, $N_c=1.714\times10^{20}\ \mathrm{cm^{-3}}$ and $N_v=1.304\times10^{20}\ \mathrm{cm^{-3}}$. Lemma 2 gives $n_i=4.516\times10^{17}\ \mathrm{cm^{-3}}$ and $E_i=0.4394$ eV. Therefore
$$a=\tfrac12\exp\left(\frac{0.40-0.4394}{0.07756}\right)=0.301,\qquad x=22.19 ,$$
$$R=\frac{1+0.3009\times22.19}{1+0.3009}=\frac{7.676}{1.301}=5.90 .$$
The total solubility rises from $1.30\times10^{14}$ to $7.68\times10^{14}\ \mathrm{cm^{-3}}$. The neutral part is $10^{14}\ \mathrm{cm^{-3}}$ in both. The ionized part grows by the factor $x$, from $3.01\times10^{13}$ to $6.68\times10^{14}\ \mathrm{cm^{-3}}$.

The Fermi level falls from 0.439 eV, just above the donor level, to 0.199 eV, well below it. The ionized share rises accordingly from 23% to 87%. Although $x$ is about 22, $R$ is only about 6, because most of the metal in the intrinsic reference is neutral and that part does not grow.

At the same temperature, $R=1.03$ for $N_A=10^{17}\ \mathrm{cm^{-3}}$ and $1.37$ for $10^{18}\ \mathrm{cm^{-3}}$. The first doping lies below $n_i$ and has almost no effect.

**Sensitivity to the level.** At fixed $x$, $\ln R=\ln(1+ax)-\ln(1+a)$, and $d\ln a/dE_D=1/kT$. Hence
$$\frac{\partial\ln R}{\partial E_D}=\frac{1}{kT}\left(\frac{ax}{1+ax}-\frac{a}{1+a}\right)=\frac{0.870-0.231}{0.07756\ \mathrm{eV}}\approx8.2\ \mathrm{eV^{-1}} .$$
An error of 0.01 eV in the level, common to both materials, changes $R$ by about 8%. The further digits of $R$ serve to compare calculations within the model. They are not a prediction for a real metal.

**Temperature.** Suppose $N_A\gg n_i$, so that $p\approx N_A$. Then
$$ax=\frac{g_+}{g_0}\,e^{(E_D-E_F)/kT}=\frac{g_+}{g_0}\,\frac{p}{N_v}\,e^{E_D/kT}.$$
On cooling, $N_v\propto T^{3/2}$ falls and $e^{E_D/kT}$ rises, so the numerator $1+ax$ of $R$ grows. Inserting $E_i$ into $a$ gives
$$a=\frac{g_+}{g_0}\left(\frac{m_c}{m_v}\right)^{3/4}e^{(E_D-E_g/2)/kT}.$$
Here $E_D<E_g/2$, so the denominator $1+a$ shrinks on cooling. Both changes raise $R$. With gap and level held fixed and $N_A=10^{19}\ \mathrm{cm^{-3}}$, the ratio is 1.41 at 1300 K, 2.23 at 1100 K, 5.90 at 900 K and 34.7 at 700 K. At 1300 K, $n_i$ is already about half of $N_A$, so $p\approx N_A$ is only rough there; the listed ratios use the full expression for $x$. The fixed gap is a model choice. With a silicon-like gap falling from about 1.00 eV at 700 K to 0.76 eV at 1300 K, the rise on cooling persists, but the values move: at 700 K the ratio becomes about 39 if $E_D$ stays at 0.40 eV and about 71 if $E_D$ scales with the gap. At 700 K, $E_F$ is only about $2.2\,kT$ above the band edge, and Fermi–Dirac statistics raise the fixed-gap value by about 4%. This is a trend of the ratio. The absolute solubility also contains $c_0(T)$, which depends on the reservoir and is not modelled here.

## When the metal changes the carrier balance

The theorem holds at a given $x$. If the concentration $ac_0$ of ionized metal at $x=1$ is not small compared with $n_i$, however, the metal shifts $x$ itself, and material without acceptors is no longer at $x=1$.

**Proposition.** For a single donor and fully ionized acceptors, let $s=ac_0$. Then
$$(n_i+s)x^2-N_Ax-n_i=0 .$$
The ratio of solubilities with and without acceptors is $R_s=(1+ax)/(1+ax_0)$, where $x_0=\sqrt{n_i/(n_i+s)}$. For $N_A>0$, $R_s$ decreases as $c_0$ increases at fixed $a$, $n_i$ and $N_A$.

**Proof.** Positive charge now includes $c_+=ac_0x=sx$, so neutrality is
$$n_ix-\frac{n_i}{x}+sx=N_A .$$
Multiplication by $x$ gives the quadratic, and $N_A=0$ gives $x_0$. To find how $x$ moves, differentiate the neutrality equation with respect to $s$ at fixed $N_A$:
$$\left(n_i+s+\frac{n_i}{x^2}\right)\frac{dx}{ds}+x=0\quad\Longrightarrow\quad\frac{d\ln x}{ds}=-\frac{1}{n_i+s+n_i/x^2}.$$
By the slope formula, $d\ln(1+ax)/d\ln x=ax/(1+ax)$. Define
$$h(x)=\frac{ax}{1+ax}\,\frac{1}{n_i+s+n_i/x^2}.$$
Then $d\ln R_s/ds=-h(x)+h(x_0)$. Both factors of $h$ increase with $x$. The left side of the neutrality equation also increases with $x$, so $N_A>0$ implies $x>x_0$. Hence $h(x)>h(x_0)$ and the derivative is negative. ∎

When $s\ll n_i$, $x_0\to1$ and the theorem's ratio returns. In the worked example $s=3.0\times10^{13}\ \mathrm{cm^{-3}}$, far below $n_i$, and $R$ stays at 5.90. Now let $c_0=10^{18}\ \mathrm{cm^{-3}}$, a deliberately large value. Then $x=13.34$, $x_0=0.775$ and
$$R_s=\frac{1+0.3009\times13.34}{1+0.3009\times0.7747}\approx4.06 .$$
The dissolved donors compensate part of the acceptors, which raises the Fermi level and weakens the effect that dissolved them.

This equation was also tested by state counting, with a fluctuating population of single donors in a closed neutral crystal. The count gives a ratio of 1.905. The formula with feedback gives 1.904, and the formula without it gives 2.055.

## Degenerate holes

At high doping the exponential form of the hole occupation begins to fail. Put $\eta=-E_F/kT$ and $t=\varepsilon/kT$. For $\eta<0$,
$$\frac{1}{1+e^{t-\eta}}=e^{\eta-t}-e^{2(\eta-t)}+\dots$$
The integral of $\sqrt t\,e^{-2t}$ is smaller than that of $\sqrt t\,e^{-t}$ by the factor $2^{-3/2}$. Therefore
$$\frac p{N_v}=e^\eta-\frac{e^{2\eta}}{2^{3/2}}+\dots\quad\Longrightarrow\quad e^\eta=\frac p{N_v}\left(1+\frac{p}{2^{3/2}N_v}+\dots\right).$$
At given $p$, the factor $e^{-E_F/kT}$ that ionizes the metal is larger than Lemma 2 states. By the slope formula, and neglecting the much smaller correction to the intrinsic reference,
$$\frac{\delta R}{R}\approx\langle q\rangle\frac{p}{2^{3/2}N_v}=0.870\times\frac{1.002\times10^{19}}{2.828\times1.304\times10^{20}}=2.4\% .$$
Numerical integration with the full Fermi–Dirac occupation gives $R=6.04$, a shift of 2.4% from the nondegenerate value. This tests the carrier statistics with the levels held fixed. It does not include the change of the gap or of $E_D$ at high doping. A shift of $E_D$, measured from the local valence-band edge, in the doped material alone changes only the numerator of $R$. At fixed $p$ the sensitivity is then $0.870/kT\approx11\ \mathrm{eV^{-1}}$, larger than the value found above for a shift common to both materials.

## Consequence for gettering

Let a heavily doped p-type layer adjoin near-intrinsic silicon, and let the metal diffuse freely until equilibrium. No silicide is needed: equilibrium makes $\mu_M$ uniform, and Lemma 1 then makes $c_0$ uniform. $E_F$ is also uniform, while the band edges bend at the junction, so the distance of $E_F$ from the local valence-band edge differs on the two sides. Away from the junction, the total concentrations therefore stand in the ratio $R$.

For a layer of thickness $d_1$ and a remainder of thickness $d_2$, the junction region can be neglected when both are much thicker than the intrinsic screening length, about 10 nm at 900 K and 25 nm at 700 K in this model. The fraction of metal in the layer, counting isolated interstitials only, is then
$$\phi=\frac{Rd_1}{Rd_1+d_2}.$$
If the layer is one hundredth of the total thickness, then $d_2/d_1=99$. The model gives $\phi=5.90/104.9\approx6\%$ at 900 K and $34.7/133.7\approx26\%$ at 700 K. A solubility ratio well above 1 does not by itself empty the wafer, because the layer is thin. In this model a lower temperature favours the layer in equilibrium, but the metal must still have time to reach it.

**Remark: pairing.** A positive metal ion can bind to a negative acceptor. If the pairs are dilute, mass action gives them a concentration $Kc_+N_A$ with association constant $K>0$. The p-type total becomes $c_0[1+ax(1+KN_A)]$, while the intrinsic total is unchanged. Pairing then adds to the enhancement, and $R$ describes the isolated interstitials alone. The addition need not be small. For an illustrative $K=10^{-23}e^{E_b/kT}\ \mathrm{cm^3}$ with binding energy $E_b$ between 0.55 and 0.65 eV, the fraction $\phi$ above becomes 6–8% at 900 K and 40–67% at 700 K, where it was 26% without pairs.

The numerical output below lists the main computed values.

## Computed results

```
CLOSED-CRYSTAL COUNTING
intrinsic carrier count: 2877.5
acceptor count: 11000
hole ratio x: 4.0686
double donor, counted solubility ratio: 4.3839
double donor, formula ratio: 4.3776
logarithmic slope: 1.3002
counted mean charge: 1.2986
single donors, mean neutral count: 1000
single donors, counted ratio: 1.9051
single donors, formula with feedback: 1.9041
single donors, formula without feedback: 2.0549
WORKED EXAMPLE
temperature: 900 K
gap: 0.90 eV; donor level: 0.40 eV
masses, conduction and valence: 1.2, 1.0 m_e
degeneracy ratio g_plus/g_neutral: 0.5
acceptor concentration: 1.00e+19 cm^-3
neutral metal concentration: 1.00e+14 cm^-3
kT: 0.07756 eV
Nc: 1.7141e+20 cm^-3
Nv: 1.3039e+20 cm^-3
ni: 4.5160e+17 cm^-3
intrinsic level Ei: 0.4394 eV
Fermi level in p-type material: 0.1990 eV
hole concentration p: 1.0020e+19 cm^-3
x = p/ni: 22.189
a: 0.3009
Z intrinsic: 1.3009; Z p-type: 7.6758
ionized metal, intrinsic: 3.0086e+13 cm^-3
ionized metal, p-type: 6.6758e+14 cm^-3
total metal, intrinsic: 1.3009e+14 cm^-3
total metal, p-type: 7.6758e+14 cm^-3
ionized share, intrinsic: 0.2313
ionized share, p-type: 0.8697
solubility ratio R: 5.9005
R with Fermi-Dirac carriers: 6.0412
Fermi-Dirac shift of R: 2.38 percent
first-order estimate of shift: 2.36 percent
R with feedback, same neutral content: 5.9002
larger neutral content: 1.00e+18 cm^-3
x and x0 at larger content: 13.335, 0.7747
R with feedback, larger content: 4.0646
R at 900 K, NA = 1e+17 cm^-3: 1.0270
R at 900 K, NA = 1e+18 cm^-3: 1.3698
R at 900 K, NA = 1e+19 cm^-3: 5.9005
R at 700 K, NA = 1e+19 cm^-3: 34.7096
R at 900 K, NA = 1e+19 cm^-3: 5.9005
R at 1100 K, NA = 1e+19 cm^-3: 2.2327
R at 1300 K, NA = 1e+19 cm^-3: 1.4118
```
